# Charge relaxation of a leaky liner beside an air gap

## Definitions and conventions

Two parallel metal plates face each other. Between them lie a solid liner and an air gap of width $g$. The liner has total thickness $t$, relative permittivity $k$ and conductivity $s$. Because $t$ is a thickness, time is written $\theta$.

The coordinate $x$ runs from the high-potential plate to the low one, and fields and currents are positive in that direction. The liner field is $E_l$, the gap field is $E_g$, and charges, currents and capacitances are taken per unit area.

The model assumes:

- plates wide enough for all fields to point along $x$, with no fringing;
- an ohmic liner without carrier diffusion, with $s$ and $k$ independent of field, position and time;
- a gap of relative permittivity 1 that carries no conduction current;
- a source that raises the voltage from zero to $V$ at $\theta=0$, much faster than the liner relaxes, and then holds it without series resistance.

The stack is free of charge before the step unless stated otherwise.

## Stage 1: the source is disconnected

Put the whole liner on the high plate, charge the stack, and disconnect the source. The charge on the metal surface is $k\epsilon_0E_l$. The liner carries a current $sE_l$ away from it and nothing replaces it, so

$$k\epsilon_0\frac{dE_l}{d\theta}=-sE_l,\qquad E_l\propto e^{-\theta/\tau_0},\qquad \tau_0=\frac{k\epsilon_0}{s}.$$

The charge that leaves the metal stops at the liner-gap interface. The sum of metal charge and interface charge stays fixed, and by Gauss's law it equals $\epsilon_0E_g$. The gap field is therefore constant, and the voltage between the plates falls as the liner loses its share.

The time $\tau_0$ contains no thickness. A thicker liner stores more voltage at a given field, but the charge to be moved and the current that moves it depend on the field alone.

## Stage 2: the source holds the voltage

Now keep $V$ fixed. The voltages add:

$$tE_l+gE_g=V. \tag{1}$$

Let $q$ be the free charge on the interface. Gauss's law there, and conservation of charge with no current leaving into the gap, give

$$q=\epsilon_0E_g-k\epsilon_0E_l,\qquad \frac{dq}{d\theta}=sE_l. \tag{2}$$

**Initial state.** During a very short step the finite current $sE_l$ delivers negligible charge, so $q(0^+)=0$ and $E_g=kE_l$. Inserting this in (1) gives $(t+kg)E_l=V$, hence

$$E_l(0^+)=\frac{V}{t+kg},\qquad E_g(0^+)=\frac{kV}{t+kg}. \tag{3}$$

**Relaxation.** Equation (1) gives $E_g=(V-tE_l)/g$. Then

$$q=\epsilon_0\left[\frac Vg-\left(k+\frac tg\right)E_l\right].$$

Differentiate at constant $V$ and set the result equal to $sE_l$:

$$-\epsilon_0\left(k+\frac tg\right)\frac{dE_l}{d\theta}=sE_l.$$

The field decays exponentially with

$$\boxed{\tau=\frac{\epsilon_0}{s}\left(k+\frac tg\right)=\frac{k\epsilon_0}{s}\left(1+\frac{t}{kg}\right)}. \tag{4}$$

With the initial value (3), the full solution is

$$E_l=\frac{V}{t+kg}e^{-\theta/\tau},\qquad E_g=\frac{V-tE_l}{g},\qquad q=\frac{\epsilon_0V}{g}\left(1-e^{-\theta/\tau}\right). \tag{5}$$

For the last expression, note that $(k+t/g)E_l(0^+)=V/g$.

**Why it is slower than stage 1.** As the liner loses voltage, the gap must gain it. The source then supplies charge to the plates, and this partly restores the liner field. In circuit terms, the interface sees the liner capacitance $k\epsilon_0/t$ and the gap capacitance $\epsilon_0/g$ in parallel, because both plates are held at fixed potentials. The liner conductance $s/t$ must charge both:

$$\tau=\frac{k\epsilon_0/t+\epsilon_0/g}{s/t},$$

which is (4) again.

**Limit of a wide gap.** For $kg\gg t$ the factor in (4) tends to 1 and $\tau\to\tau_0$. A wide gap has a small capacitance, so the source can pass little charge and the stack behaves as if disconnected. A numerical check used two 5 nm liners with $k=5$ around a 10 nm gap, plus an insulating series gap of $10^5$ nm. The decay time agreed with $\tau_0$ within 0.1 %.

**Limit of a narrow gap.** For $kg\ll t$, $\tau\to\epsilon_0t/(sg)$. This can be read directly: the final charge is $\epsilon_0V/g$, the initial current is nearly $sV/t$, and their ratio is this time. It grows without bound as $g\to0$. With no gap at all, the liner is a resistor that carries a steady current and keeps its voltage.

## Stage 3: liner on both plates, and charge left from earlier

In an air gap between two lines, both side walls may be coated. Let the liners have thicknesses $t_1$ and $t_2$, with $t=t_1+t_2$. Allow any initial free charge that depends on $x$ alone, in the liners or in the gap.

In one dimension the total current $J(\theta)$, conduction plus displacement, is the same at every $x$. At each point of a liner, and at each point of the gap,

$$k\epsilon_0\frac{\partial E}{\partial\theta}+sE=J,\qquad \epsilon_0\frac{\partial E}{\partial\theta}=J. \tag{6}$$

Let $U$ be the total voltage across both liners, so that the gap has $V-U$. Integrate the first equation over the liners and the second over the gap:

$$k\epsilon_0\frac{dU}{d\theta}+sU=tJ,\qquad -\epsilon_0\frac{dU}{d\theta}=gJ.$$

The second gives $J=-(\epsilon_0/g)\,dU/d\theta$. Substitution in the first gives

$$\epsilon_0\left(k+\frac tg\right)\frac{dU}{d\theta}=-sU. \tag{7}$$

The total liner voltage thus decays with the same $\tau$, however the liner is divided and whatever charge was present at the start. The initial charge changes the starting value of $U$ but not its rate.

The local fields can behave differently. Subtracting (6) at two liner points gives

$$k\epsilon_0\frac{\partial}{\partial\theta}(E-E')=-s(E-E'),$$

so differences within or between the liners die out with $\tau_0$. Charge inside the gap cannot move in this model and leaves a permanent nonuniform gap field.

If the stack starts uncharged, all liner fields are equal at $0^+$ and remain equal. Solution (5) then holds for both liners, with charge $+q$ on the liner-gap interface nearer the high plate and $-q$ on the one nearer the low plate.

**Check with unequal liners.** Gauss's law and charge conservation were solved numerically for liners of 2 and 7 nm, a 5 nm gap, $k=4$ and a 0.7 V step, with each layer cut into two cells. At $\theta=0$, $0.3\tau$, $\tau$ and $4\tau$, the liner fields agreed with (5) to a relative $10^{-8}$, apart from an absolute allowance of $10^{-12}$ V/nm. The five independent node potentials gave one rate $1/\tau$, three rates $1/\tau_0$ and one zero rate, which belongs to charge inside the gap.

## Stage 4: capacitance and energy

Just after the step, the charge supplied per volt is $\epsilon_0E_g(0^+)/V$. At the end it is $\epsilon_0/g$. The two capacitances are

$$C_0=\frac{\epsilon_0k}{t+kg},\qquad C_1=\frac{\epsilon_0}{g},\qquad \frac{C_1}{C_0}=1+\frac{t}{kg}.$$

The factor that lengthens the relaxation is therefore also the factor by which the capacitance and the gap field rise. Their difference is

$$C_1-C_0=\epsilon_0\frac{(t+kg)-kg}{g(t+kg)}=\frac{\epsilon_0t}{g(t+kg)}.$$

After the step the source delivers the charge $V(C_1-C_0)$ at voltage $V$, and so does the work $V^2(C_1-C_0)$. The heat in the liner is

$$H=\int_0^\infty tsE_l^2\,d\theta=\frac{ts\tau}{2}\frac{V^2}{(t+kg)^2}.$$

With $\tau=\epsilon_0(t+kg)/(sg)$ this becomes

$$H=\frac{\epsilon_0tV^2}{2g(t+kg)}=\frac12V^2(C_1-C_0).$$

Half of the work becomes heat, and the other half increases the stored energy. The conductivity has cancelled: a less leaky liner produces the same heat over a longer time. As $t\to0$ the heat vanishes although $\tau\to\tau_0$ stays finite, because the relaxing voltage itself vanishes.

## Stage 5: a liner on the floor of the gap

A coating that covers both side walls may also cover the floor between them and connect the two interfaces. Let the floor liner have thickness $f$ and the gap above it height $h$. Per unit line length, the air has capacitance $\epsilon_0h/g$, the floor adds $k\epsilon_0f/g$, and its conductance is $sf/g$. Referred to the height $h$, the gap acquires an effective permittivity and conductivity

$$p=1+\frac{kf}{h},\qquad r=\frac{sf}{h}.$$

This is a lumped estimate: it treats each side-wall interface as an equipotential. If only the liner itself conducts along the wall, the steady liner voltage instead dies out above the floor over a height of about $2t_1/\pi$, where $t_1$ is the thickness of that wall's liner. For walls much taller than this, (8) overstates the leakage and the final liner voltage averaged over the wall, although close to the floor the liner voltage can exceed the value from (8).

Equal total current in liner and gap now requires

$$\frac{k\epsilon_0}{t}\frac{dU}{d\theta}+\frac stU=-\frac{p\epsilon_0}{g}\frac{dU}{d\theta}+\frac rg(V-U).$$

Collecting terms gives

$$\epsilon_0\left(\frac kt+\frac pg\right)\frac{dU}{d\theta}=-\left(\frac st+\frac rg\right)U+\frac rgV,$$

and therefore

$$\tau'=\epsilon_0\frac{k/t+p/g}{s/t+r/g},\qquad \frac{U(\infty)}{V}=\frac{r/g}{s/t+r/g}. \tag{8}$$

For $p=1$ and $r=0$, (8) returns (4) and $U(\infty)=0$. Since $p/r=k/s+h/(sf)$, a second limit is $f\gg h$, where $p/r\to k/s$ and both parts have the same intrinsic relaxation time. In this estimate the capacitive and resistive voltage divisions then coincide, and an uncharged stack shows no relaxation after the step.

## Worked example: copper lines with SiCN-like liners

The parameters are rough typical values: two 5 nm liners, so $t=10$ nm, with $g=10$ nm, $k=5$ and $V=0.70$ V. The low-field conductivity is $s=10^{-14}$ S/cm at 378 K. With $\epsilon_0=8.854\times10^{-14}$ F/cm,

$$\tau_0=\frac{5\times8.854\times10^{-14}}{10^{-14}}\ \mathrm{s}=44.3\ \mathrm{s},\qquad 1+\frac{10}{5\times10}=1.20,$$

$$\tau=1.20\times44.27\ \mathrm{s}=53.1\ \mathrm{s}=0.885\ \mathrm{min}.$$

The initial liner field is $0.70\ \mathrm{V}/(10+50)\ \mathrm{nm}=0.117$ MV/cm, and the gap field is five times larger, 0.583 MV/cm. After one $\tau$ they are 0.043 and 0.657 MV/cm. The gap field ends at 0.700 MV/cm, which is 1.20 times its initial value.

The interface charge reaches 0.062 µC/cm². The capacitance rises from 0.0738 to 0.0885 µF/cm², and the liner heat is 3.6 nJ/cm², half of the 7.2 nJ/cm² supplied after the step.

A voltage change lasting nanoseconds is far shorter than $\tau$ and leaves $q$ almost unchanged, so it sees $C_0$. In this model, a bias held for several minutes charges the interfaces and raises the gap field.

## Where the constant-conductivity law fails

**Field-dependent conduction.** A conductivity that rises with the field shortens the relaxation. Suppose that carriers escape from Coulomb traps. Along the field, the potential energy at distance $z$ from a trap is $-e^2/(4\pi\epsilon_0\kappa z)-eEz$, with $\kappa$ the optical permittivity. Its maximum lies at $z_m=\sqrt{e/(4\pi\epsilon_0\kappa E)}$, where both terms are equal, so the barrier is lowered by

$$2eEz_m=\sqrt{\frac{e^3E}{\pi\epsilon_0\kappa}}.$$

This is the Poole-Frenkel lowering. For $\kappa=4$ and the initial liner field it is 0.13 eV, which would multiply $s$ by $e^b=53.5$, or $b=3.98$. But here $z_m=5.6$ nm, more than the 5 nm of one liner, and it grows as the field falls. The maximum thus lies outside the liner. Across 5 nm the field lowers the energy by only 0.058 eV, a factor of about 6 at most. The numbers that follow are therefore an extrapolation that shows how the formula acts and overstates the effect in so thin a film. With $u=E_l/E_l(0^+)$, the relaxation equation becomes

$$\frac{du}{d\theta}=-\frac u\tau e^{b\sqrt u},\qquad \theta(u)=\tau\int_u^1\frac{e^{-b\sqrt v}}{v}\,dv.$$

In this extrapolation the field falls to $1/e$ in 2.6 s instead of 53 s, and to 1 % in 75 s instead of 245 s. Even at 1 % the conductivity is still enhanced by $e^{0.398}\approx1.5$, so this model approaches the rate $1/\tau$ slowly.

A different mechanism gives a different answer. For hops of length $a$ between equivalent sites, the difference of forward and backward rates is proportional to $\sinh y$ with $y=eEa/(2k_BT)$, and $s$ is multiplied by $\sinh y/y$. For $a=1$ nm this is 1.005 at the initial field, and (4) holds well from the start. The first estimate is used outside its range, and the second depends on the assumed hop length. A measured current-field curve of the liner is needed to choose between them.

**Diffusion.** Ohm's law leaves out diffusion, which can matter when the liner voltage is comparable with $k_BT/e$. Here $k_BT/e$ is 33 mV, while one liner starts with only 58 mV. Suppose that the liners hold mobile carriers of both signs, each with density $n$ before the step, and exchange them freely with the metal. In the final state drift and diffusion balance. For small potentials, the potential drop measured from the metal then grows as $\sinh(z/\lambda)$ with the distance $z$ from it, where

$$\lambda=\sqrt{\frac{k\epsilon_0k_BT}{2e^2n}}$$

is the screening length. If the liner field at the gap is $E_i$, each liner of thickness $t/2$ keeps the voltage $mE_i$ with $m=\lambda\tanh[t/(2\lambda)]$. The charge now lies inside the liner, so the gap field is $kE_i$. The voltages add to $V=(2m+kg)E_i$, and the liners keep the fraction $2m/(2m+kg)$.

For $n=10^{18}$ cm$^{-3}$, $\lambda=2.1$ nm and this fraction is 8 %. For $10^{20}$ cm$^{-3}$ it is below 1 %, but for $10^{16}$ cm$^{-3}$ it is 16 %, almost the initial share. At the voltage used here, the nearly full relaxation described by (5) therefore requires $\lambda$ to be much smaller than the thickness of one liner. This estimate leaves out charge held by traps at the interface.

**Temperature.** If $s$ is thermally activated with an assumed energy of 0.70 eV, and geometry and $k$ are held fixed, $\tau$ grows from 53 s at 378 K to 4.7 h at 298 K.

**Floor liner and fringing.** For $f=5$ nm and $h=40$ nm, $p=1.625$ and $r=0.125s$. Equation (8) gives $\tau'=52.1$ s, close to $\tau$ because the added capacitance and conductance nearly compensate. In the lumped end state the side-wall liners keep 11 % of the voltage. For 5 nm walls, however, the decay height $2t_1/\pi$ is only 3 nm, so liner voltage remains near the floor while the upper wall keeps almost none. A steady leakage current flows through the floor. Separately, a gap capacitance 50 % larger, as a trial allowance for fringing, would lengthen $\tau$ by 8 %.

**Currents through the gap.** Take a 4 eV barrier, lowered by 0.32 eV, the image-force value for a bare metal surface; the liners change it slightly. A zero-temperature tunnelling estimate with the mean barrier height gives about $10^{-65}$ of the initial liner current, and thermionic emission about $10^{-33}$. The tunnelling figure shifts by a few powers of ten with the treatment of the image force, which does not affect the conclusion. These values apply to clean surfaces. An electron crossing the gap gains at most 0.7 eV from the field, far below the roughly 12 eV needed to ionize air.

**Source and charge granularity.** A 10 kΩ source driving a line 100 µm long and 40 nm high has a charging time of about 30 ps, since so fast a change sees $C_0$. The 35 ps in the output uses $C_1$ and is an upper bound. Either is negligible beside $\tau$. The final interface charge corresponds to elementary charges about 16 nm apart, more than the gap width. The fields above are therefore averages over many such charges along the line, and local fields vary.

**Comparison with real interconnects.** Liners of a few nanometres with $k$ near 5 are a reasonable rough picture of SiCN-like coatings between copper lines. The conductivity is much less certain, since it depends strongly on deposition, field and temperature, and $\tau$ scales as $1/s$. Real liners can break the assumption of constant $s$ and relax faster at first, though the twentyfold shorter $1/e$ time of the Poole-Frenkel formula overstates this for 5 nm liners. If mobile carriers are too few to screen the field within the liner, diffusion also leaves part of the voltage on it. A continuous floor coating breaks the assumption of an insulating gap: it adds a steady leakage current and leaves some liner voltage near the floor. The 53 s is thus the result of this model for a stated low-field conductivity, not a general property of air-gap interconnects. The numerical output below lists most of the values used.

## Table of computed values

```
INPUTS (rough typical values)
liner per side 5.0 nm, total t 10.0 nm
gap g 10.0 nm
liner relative permittivity k 5.0
low-field conductivity s 1.0e-14 S/cm
temperature 378 K
voltage step 0.70 V
RELAXATION
k eps0/s 44.27 s
factor 1+t/(kg) 1.200
tau 53.13 s = 0.885 min
network, fixed terminal charge 44.27 s
at 0 tau: liner 0.1167 MV/cm, gap 0.5833 MV/cm, charge 0.0000 uC/cm2
at 1 tau: liner 0.0429 MV/cm, gap 0.6571 MV/cm, charge 0.0392 uC/cm2
at 3 tau: liner 0.0058 MV/cm, gap 0.6942 MV/cm, charge 0.0589 uC/cm2
final gap field 0.7000 MV/cm
final interface charge 0.0620 uC/cm2
initial capacitance C0 0.0738 uF/cm2
final capacitance C1 0.0885 uF/cm2
heat in liner 3.615 nJ/cm2
source work after step 7.231 nJ/cm2
NEGLECTED EFFECTS (estimates)
Poole-Frenkel: optical permittivity 4.0
Poole-Frenkel: initial lowering 0.1296 eV
Poole-Frenkel: initial s multiplied by 53.5
Poole-Frenkel: time to 1/e 2.56 s
Poole-Frenkel: time to 1% 74.6 s
constant s: time to 1% 244.7 s
hop length 1.0 nm: initial s times 1.0054
activation energy 0.70 eV
tau at 298 K 4.73 h
floor liner f 5.0 nm, gap height h 40.0 nm
floor liner: tau' 52.14 s
floor liner: liner voltage share, start 24.5 %
floor liner: liner voltage share, end 11.1 %
gap capacitance up 50 %: tau up 8.3 %
gap barrier 4.0 eV, image lowering 0.317 eV
log10(tunnel/initial liner current) -65
log10(thermionic/initial liner current) -33
initial liner current 1.17e-09 A/cm2
rough air ionization threshold 12 eV
line: 10 kohm, 100 um long
source RC time 35.4 ps
mean spacing of interface charges 16.1 nm
```
